# The L3/L2 branching ratio of a 5d5 ion

## Problem

A 5d⁵ ion sits on an octahedral site. The cubic field puts the four \(e_g\) spin-orbitals an energy \(\Delta=10Dq>0\) above the six \(t_{2g}\) spin-orbitals, whose energy is taken as zero. Spin-orbit coupling adds \(\zeta\,\mathbf l\cdot\mathbf s\) for each 5d electron, with \(\zeta>0\). Here and below \(\mathbf l\cdot\mathbf s\) is measured in \(\hbar^2\), so \(\zeta\) is an energy.

The electrons are independent and fill the five lowest 5d spin-orbitals. X-ray absorption lifts a 2p electron into an empty 5d orbital. The L3 edge starts from \(2p_{3/2}\), the L2 edge from \(2p_{1/2}\). The branching ratio is

\[
B=\frac{I(L_3)}{I(L_2)},
\]

where each intensity is summed over its whole edge and over three perpendicular polarisations. The factor of photon energy in the cross-section is divided out, both edges have the same radial integral, and the edges do not mix.

(a) Find \(B\) when the \(t_{2g}\) hole is a pure \(j_{\rm eff}=1/2\) state and the \(e_g\) orbitals are unmixed.

(b) Find \(B\) for the round model parameters \(\Delta=3.0\) eV and \(\zeta=0.4\) eV, and identify the orbitals that cause the change from (a).

## First estimate by scaling

### The ratio in terms of the holes

An estimate needs to know which property of the holes controls \(B\). Consider the squared dipole matrix elements between the ten 5d and the six 2p spin-orbitals, summed over polarisation. The dipole operator does not act on spin, and the sum is invariant under rotations. Each d spin-orbital therefore has the same total strength \(S\) to the 2p shell, and each p spin-orbital has the same total strength \(T\) to the 5d shell. Counting all pairs from either side gives

\[
10S=6T,\qquad T=\tfrac53 S .
\]

A dipole transition changes \(j\) by at most one, so the two \(2p_{1/2}\) states reach only the four \(5d_{3/2}\) states, which share the strength \(2T\) equally. Each \(5d_{3/2}\) state thus has

\[
\text{L2 strength}=\frac{2T}{4}=\frac56S,\qquad
\text{L3 strength}=S-\frac56S=\frac16S .
\]

Each \(5d_{5/2}\) state has its full strength \(S\) at L3.

The strength operator of each edge is invariant under joint rotations of orbit and spin, so it has no cross terms between \(j=5/2\) and \(j=3/2\). Only the numbers of holes of each kind, \(h_5\) and \(h_3\), matter:

\[
I(L_3)=S\left(h_5+\tfrac16h_3\right),\qquad I(L_2)=\tfrac56S\,h_3,\qquad
B=\frac{6h_5+h_3}{5h_3}.
\]

These numbers can be replaced by a sum of \(\mathbf l\cdot\mathbf s\). From

\[
\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-l(l+1)-s(s+1)\right]
\]

with \(l=2\), \(s=1/2\), the value is \(+1\) for \(j=5/2\) and \(-3/2\) for \(j=3/2\). Let \(n=h_5+h_3\) be the number of holes and \(X\) the sum of \(\mathbf l\cdot\mathbf s\) over them. Then

\[
X=h_5-\tfrac32h_3=n-\tfrac52h_3
\quad\Rightarrow\quad h_3=\tfrac25(n-X).
\]

The numerator of \(B\) is \(6h_5+h_3=6n-5h_3=4n+2X\), and the denominator is \(5h_3=2(n-X)\). With \(r=X/n\),

\[
B=\frac{2+r}{1-r},\qquad \frac{dB}{dr}=\frac{(1-r)+(2+r)}{(1-r)^2}=\frac{3}{(1-r)^2}>0 .
\]

A full shell has zero total \(\mathbf l\cdot\mathbf s\), so the sum over the 5d electrons is \(-X\). A positive \(X\) means that the electrons have lowered their spin-orbit energy.

### Unmixed orbitals: part (a)

Label the d orbitals by \(m\). The \(e_g\) orbitals are \(|0\rangle\) and \(|a\rangle=(|2\rangle+|{-2}\rangle)/\sqrt2\). The \(t_{2g}\) orbitals are \(|1\rangle\), \(|{-1}\rangle\) and \(|b\rangle=(|2\rangle-|{-2}\rangle)/\sqrt2\).

Within \(e_g\) every component of \(\mathbf l\) vanishes, because the results all lie in \(t_{2g}\):

\[
l_z|0\rangle=0,\quad l_z|a\rangle=2|b\rangle,\quad
l_+|0\rangle=\sqrt6\,|1\rangle,\quad l_+|a\rangle=\sqrt2\,|{-1}\rangle .
\]

The elements of \(l_-\) follow by Hermitian conjugation. An unmixed \(e_g\) hole therefore contributes nothing to \(X\).

Within \(t_{2g}\), keeping only the \(t_{2g}\) part of each result,

\[
l_z|{\pm1}\rangle=\pm|{\pm1}\rangle,\quad l_z|b\rangle\to0,\quad
l_+|1\rangle\to\sqrt2\,|b\rangle,\quad l_+|b\rangle=-\sqrt2\,|{-1}\rangle,\quad l_+|{-1}\rangle\to0 .
\]

Define \(\mathbf L=-\mathbf l\) in this space, and name the states \(e_{-1}=|1\rangle\), \(e_0=-|b\rangle\), \(e_{+1}=-|{-1}\rangle\). Then \(L_ze_M=Me_M\), \(L_+e_{-1}=\sqrt2\,e_0\) and \(L_+e_0=\sqrt2\,e_{+1}\). These are the matrices of an angular momentum of one. Its sum with the spin is \(j_{\rm eff}\), and

\[
\mathbf l\cdot\mathbf s=-\mathbf L\cdot\mathbf s
=-\tfrac12\left[j_{\rm eff}(j_{\rm eff}+1)-2-\tfrac34\right]
=\begin{cases}+1,& j_{\rm eff}=1/2\\ -\tfrac12,& j_{\rm eff}=3/2.\end{cases}
\]

The five holes of part (a) are one \(j_{\rm eff}=1/2\) hole and four \(e_g\) holes. Hence \(X=1\), \(r=1/5\), and

\[
B=\frac{2+0.2}{1-0.2}=\frac{2.2}{0.8}=2.75 .
\]

The \(e_g\) holes add nothing to \(X\), but they do count in \(n\). A hole in \(j_{\rm eff}=3/2\) would give \(r=-0.1\) and \(B=1.9/1.1=1.73\). A hole spread evenly over \(t_{2g}\) would give \(X=0\) and \(B=2\).

### Weak mixing

Spin-orbit coupling mixes some \(t_{2g}\) character into the \(e_g\) holes, with an amplitude that scales as \(\zeta/\Delta\). The prefactor follows from the two eigenvalues of \(\mathbf l\cdot\mathbf s\) in the d shell, which imply

\[
(\mathbf l\cdot\mathbf s-1)\left(\mathbf l\cdot\mathbf s+\tfrac32\right)=0
\quad\Rightarrow\quad
(\mathbf l\cdot\mathbf s)^2=\tfrac32-\tfrac12\,\mathbf l\cdot\mathbf s .
\]

For a normalised \(e_g\) state \(v\), \(\langle v|\mathbf l\cdot\mathbf s|v\rangle=0\), so \(\langle v|(\mathbf l\cdot\mathbf s)^2|v\rangle=3/2\). The vector \(\mathbf l\cdot\mathbf s\,|v\rangle\) lies in \(t_{2g}\), which is lower by \(\Delta\). To first order,

\[
|v'\rangle=|v\rangle+\frac{\zeta}{\Delta}\,\mathbf l\cdot\mathbf s\,|v\rangle,\qquad
\langle v'|\mathbf l\cdot\mathbf s|v'\rangle\approx 2\,\frac{\zeta}{\Delta}\cdot\frac32=\frac{3\zeta}{\Delta}.
\]

Four such holes give

\[
X\approx1+12\,\frac{\zeta}{\Delta}.
\]

This assumes that the fifth hole keeps its value of one, which is proved below. For part (b), \(\zeta/\Delta=0.133\), so \(X\approx2.60\), \(r\approx0.52\), and \(B\approx2.52/0.48=5.25\). The large factor of 12 already suggests that the unmixed value is a poor guide at this \(\zeta/\Delta\).

## Exact solution of the model

### The \(j_{\rm eff}=1/2\) pair does not mix

The largest eigenvalue of \(\mathbf l\cdot\mathbf s\) in the d shell is 1. A \(j_{\rm eff}=1/2\) state has the expectation value 1. A state whose expectation value equals the largest eigenvalue must be an eigenstate, so

\[
\mathbf l\cdot\mathbf s\,|j_{\rm eff}=1/2\rangle=|j_{\rm eff}=1/2\rangle .
\]

There is no \(e_g\) part on the right. The pair, labelled \(\Gamma_7\) in cubic symmetry, stays pure \(t_{2g}\) at energy \(\zeta\) for every \(\Delta\).

### The other eight spin-orbitals

Let \(u\) be a normalised \(j_{\rm eff}=3/2\) state. The \(t_{2g}\) part of \(\mathbf l\cdot\mathbf s\,|u\rangle\) is \(-\tfrac12|u\rangle\). The squared length of the whole vector is

\[
\langle u|(\mathbf l\cdot\mathbf s)^2|u\rangle=\tfrac32-\tfrac12\left(-\tfrac12\right)=\tfrac74 .
\]

Its \(e_g\) part therefore has squared length \(\tfrac74-\tfrac14=\tfrac32\), and

\[
\mathbf l\cdot\mathbf s\,|u\rangle=-\tfrac12|u\rangle+\sqrt{\tfrac32}\,|v\rangle
\]

with \(v\) a normalised \(e_g\) state. Since this length is the same for every \(u\), the map from \(u\) to \(v\) is unitary between two four-dimensional spaces. Hermitian conjugation then gives \(\mathbf l\cdot\mathbf s\,|v\rangle=\sqrt{3/2}\,|u\rangle\). The problem splits into four identical blocks in the basis \((u,v)\):

\[
H=\begin{pmatrix}-\zeta/2&\zeta\sqrt{3/2}\\ \zeta\sqrt{3/2}&\Delta\end{pmatrix},\qquad
E_\pm=\tfrac12\left(\Delta-\tfrac{\zeta}{2}\pm R\right),
\]

\[
R=\sqrt{\left(\Delta+\tfrac{\zeta}{2}\right)^2+6\zeta^2}.
\]

The term \(6\zeta^2\) is four times the squared off-diagonal element. Each level is a quartet, labelled \(\Gamma_8\).

The pair at \(\zeta\) lies between the quartets, because

\[
\det(H-\zeta)=\left(-\tfrac32\zeta\right)(\Delta-\zeta)-\tfrac32\zeta^2=-\tfrac32\zeta\Delta<0 .
\]

Five electrons fill the lower quartet and one state of the pair. The holes are the other state of the pair and the whole upper quartet.

### The sum over holes

Let \(g\) be the expectation value of \(\mathbf l\cdot\mathbf s\) in an upper-quartet state. Since \(\zeta\) multiplies \(\mathbf l\cdot\mathbf s\) in \(H\), the Hellmann–Feynman theorem gives \(g=dE_+/d\zeta\). From

\[
2R\,\frac{dR}{d\zeta}=\left(\Delta+\tfrac{\zeta}{2}\right)+12\zeta=\Delta+\tfrac{25}{2}\zeta
\]

it follows that

\[
g=\frac12\left(-\frac12+\frac{dR}{d\zeta}\right)=-\frac14+\frac{\Delta+\frac{25}{2}\zeta}{4R},\qquad X=1+4g .
\]

At \(\zeta\to0\), \(g=-\tfrac14+\tfrac14=0\). To see how \(g\) grows, write \(R^2=\Delta^2+\Delta\zeta+\tfrac{25}{4}\zeta^2\). Differentiating twice gives \((R')^2+RR''=\tfrac{25}{4}\), and with \(R'=(\Delta+\tfrac{25}{2}\zeta)/(2R)\),

\[
R''=\frac{\frac{25}{4}R^2-\frac14\left(\Delta+\frac{25}{2}\zeta\right)^2}{R^3}=\frac{6\Delta^2}{R^3},
\qquad \frac{dg}{d\zeta}=\frac{R''}{2}=\frac{3\Delta^2}{R^3}>0 .
\]

Thus \(g>0\) for every \(\zeta>0\). Because \(B\) rises with \(X\), the ratio in this model exceeds 2.75 at every finite \(\Delta\) and grows steadily with \(\zeta/\Delta\). In the opposite limit, \(\Delta\to0^+\), \(R\to\tfrac52\zeta\) and \(g\to-\tfrac14+\tfrac54=1\). All five holes then have \(j=5/2\), the L2 edge vanishes and \(B\) diverges.

### Numbers: part (b)

With \(\Delta=3.0\) eV and \(\zeta=0.4\) eV,

\[
R=\sqrt{3.2^2+6(0.4)^2}\ \text{eV}=\sqrt{11.20}\ \text{eV}=3.3466\ \text{eV}.
\]

The levels are \(-0.273\), \(0.400\) and \(3.073\) eV. Then

\[
g=-0.25+\frac{3.0+5.0}{4(3.3466)}=0.3476,\qquad X=1+1.3905=2.3905,
\]

\[
r=0.4781,\qquad B=\frac{2.4781}{0.5219}=4.75 .
\]

The four upper-quartet holes cause the whole change. The \(j_{\rm eff}=1/2\) hole contributes 1 to \(X\), as before. If the coupling between \(t_{2g}\) and \(e_g\) is deleted at the same \(\Delta\) and \(\zeta\), the numerical check returns \(B=2.75\).

The mixing itself is small. The \(t_{2g}\) weight \(w\) in the upper quartet is 2.19 percent. With amplitudes \(\sqrt w=0.148\) and \(\sqrt{1-w}=0.989\),

\[
g=2\sqrt{\tfrac32}\,\sqrt{w(1-w)}-\tfrac12w=0.359-0.011=0.348 .
\]

The main term is linear in the amplitude \(\sqrt w\), while the weight is its square. An orbital that is 98 percent \(e_g\) can therefore still carry a sizeable \(\mathbf l\cdot\mathbf s\).

The total intensity of the two edges is fixed at \(5S\), so mixing only moves intensity between them. In part (a), \(h_3=\tfrac25(5-1)=1.6\) and \(I(L_2)=\tfrac56(1.6)S=1.33\,S\). In part (b) it is \(0.87\,S\), and L3 has the remaining \(4.13\,S\).

## Comparison

The estimate of 5.25 is 11 percent above the model's exact 4.75. For \(X\) the estimate is 2.60 against 2.39, which is 9 percent too high. The next order shows where the excess comes from. Expanding \(R\) in \(\zeta^2/(\Delta+\zeta/2)^2\),

\[
E_+\approx\Delta+\frac{3\zeta^2}{2(\Delta+\zeta/2)}\approx\Delta+\frac{3\zeta^2}{2\Delta}-\frac{3\zeta^3}{4\Delta^2},
\]

\[
g\approx\frac{3\zeta}{\Delta}-\frac{9\zeta^2}{4\Delta^2},\qquad
X\approx1+12\,\frac{\zeta}{\Delta}-9\,\frac{\zeta^2}{\Delta^2}.
\]

The \(j_{\rm eff}=3/2\) states lie at \(-\zeta/2\), so the true energy separation is \(\Delta+\zeta/2\), not \(\Delta\). Putting \(\Delta+\zeta/2\) for \(\Delta\) in \(12\zeta/\Delta\) supplies \(-6\zeta^2/\Delta^2\) of the second-order term. The remaining \(-3\zeta^2/\Delta^2\) comes from the admixed \(j_{\rm eff}=3/2\) weight \(w\approx3\zeta^2/(2\Delta^2)\), which carries \(\mathbf l\cdot\mathbf s=-\tfrac12\) and adds \(-\tfrac12w\) for each of the four holes. Together the two parts lower \(X\) by \(9(0.1333)^2=0.16\), most of the discrepancy of 0.21. The slope \(dB/dr=3/(1-r)^2\) then magnifies errors in \(X\) as \(r\) grows.

| \(\zeta/\Delta\) | \(B\), estimate | \(B\), exact in model |
|---|---|---|
| 0.01 | 2.87 | 2.87 |
| 0.05 | 3.41 | 3.38 |
| 0.10 | 4.36 | 4.15 |
| 0.15 | 5.82 | 5.07 |
| 0.20 | 8.38 | 6.17 |

The estimate serves well up to about \(\zeta/\Delta=0.05\). It diverges at \(\zeta/\Delta=1/3\), where \(1+12\zeta/\Delta=5\), whereas the exact ratio is still finite there.

Two conditions limit the use of these results. First, the thermal energy must be small compared with both gaps next to the \(\Gamma_7\) pair: \(\zeta-E_-\) to the lower quartet and \(E_+-\zeta\) to the upper quartet. For weak mixing these tend to \(\tfrac32\zeta\) and \(\Delta\), so the lower gap sets the condition. If \(\zeta\) is reduced at fixed temperature, the hole spreads over all of \(t_{2g}\) and \(B\) tends to 2, not 2.75.

Second, the formula for \(g\) omits Coulomb repulsion among the 5d electrons, covalency and distortions of the octahedron. These can change \(X\), so 4.75 is a model value and not a prediction for a particular compound. The relation between \(B\) and \(r\) is less restricted. With a full 2p shell and a sum over all final states of an edge, the intensity depends on the initial 5d state only through its hole density matrix. The relation therefore also holds for a correlated 5d state, under the assumptions made about the two edges. A measured \(B\) then gives \(X\) once \(n\) is known, but a value above 2.75 does not by itself rule out a \(j_{\rm eff}=1/2\) hole.

## Calculated quantities

```
L2 share of d3/2 strength: 0.8333 (no unit)
L3 share of d3/2 strength: 0.1667 (no unit)
Squared jeff=3/2 to eg coupling of l.s: 1.5000 hbar^4
B, pure jeff=1/2 hole: 2.7500 (no unit)
B, pure jeff=3/2 hole: 1.7273 (no unit)
B, hole averaged over t2g: 2.0000 (no unit)
Weak-mixing slope of X against zeta/10Dq: 11.999 hbar^2
Example 10Dq: 3.00 eV
Example zeta: 0.40 eV
zeta/10Dq: 0.1333 (no unit)
R: 3.3466 eV
Lower Gamma8 level: -0.2733 eV
Gamma7 (jeff=1/2) level: 0.4000 eV
Upper Gamma8 level: 3.0733 eV
t2g weight in upper Gamma8: 2.19 percent
g, l.s per upper Gamma8 hole: 0.3476 hbar^2
4g, from four upper holes: 1.3905 hbar^2
X, all five holes: 2.3905 hbar^2
r = X/5: 0.4781 (X in hbar^2)
I(L3)/(total strength per orbital): 4.1302 (no unit)
I(L2)/(total strength per orbital): 0.8698 (no unit)
B, example: 4.7481 (no unit)
B, example without t2g-eg coupling: 2.7500 (no unit)
X, weak-mixing estimate: 2.6000 hbar^2
B, weak-mixing estimate: 5.2500 (no unit)
B at zeta/10Dq = 0.01: 2.8651 (no unit)
B at zeta/10Dq = 0.05: 3.3785 (no unit)
B at zeta/10Dq = 0.10: 4.1490 (no unit)
B at zeta/10Dq = 0.15: 5.0746 (no unit)
B at zeta/10Dq = 0.20: 6.1653 (no unit)
```
